# Silicide nanowire growth fed by surface diffusion

## Definitions and conventions

A cylindrical silicide segment grows into a silicon nanowire. Its axis is \(x\); a metal pad touches the silicide at \(x=0\), and the silicide/silicon front is at \(x=L(t)\). Metal moves along the silicide sidewall and is consumed at the front.

- \(R\) and \(L\) are the radius and length of the silicide, not of the silicon it replaces.
- \(\Gamma(x,t)\) is the number of mobile metal atoms per sidewall area. \(\Gamma_0\) is its value in equilibrium with the pad and \(\Gamma_e\) its value in equilibrium with the front. The driving difference is \(\Delta\Gamma=\Gamma_0-\Gamma_e>0\).
- \(D\) is the surface diffusivity and \(J\) the metal flux toward the front per length of perimeter, in atoms per length and time.
- \(n\) is the number of metal atoms per volume of silicide. A dot denotes a time derivative.

Lengths are in nm and times in s. The result is

\[
L^2=Bt,\qquad B=\frac{4D\,\Delta\Gamma}{nR}. \tag{1}
\]

It requires constant \(D\), a pad that maintains \(\Gamma_0\), no evaporation, negligible escape of metal onto the bare silicon, negligible transport through the silicide interior, and fast reaction and spreading of metal over the front. It also requires \(\Gamma_0\ll nR\), so that the sidewall stores little metal compared with the silicide. The consequences of relaxing these conditions differ: some change the time law, others the radius law.

## Derivation

**Flux along the sidewall.** Conservation of mobile metal and Fick's law give

\[
\frac{\partial\Gamma}{\partial t}=-\frac{\partial J}{\partial x},\qquad
J=-D\frac{\partial\Gamma}{\partial x}.
\]

If the profile adjusts much faster than the front moves, the time derivative can be dropped. Then \(J\) is independent of \(x\), and \(\Gamma\) is linear between \(\Gamma_0\) at the pad and \(\Gamma_e\) at the front:

\[
J=\frac{D\,\Delta\Gamma}{L}. \tag{2}
\]

**Atom balance.** The perimeter \(2\pi R\) delivers \(2\pi RJ\) atoms per time. An advance \(dL\) creates a silicide volume \(\pi R^2dL\), which takes up \(n\pi R^2dL\) metal atoms. Hence

\[
2\pi RJ=n\pi R^2\dot L
\quad\Longrightarrow\quad
J=\frac{nR}{2}\dot L. \tag{3}
\]

The radius enters here: supply scales with perimeter, demand with cross-section. Inserting (2) and multiplying by \(2L/(nR)\),

\[
L\dot L=\frac{2D\,\Delta\Gamma}{nR}.
\]

Since \(d(L^2)/dt=2L\dot L\), the right side doubles on forming the derivative of \(L^2\). Integration from \(L(0)=0\) gives (1).

**Forms for implementation.** If growth starts from length \(L_0\) and the temperature varies slowly enough for (2) to hold, the same integration gives

\[
L^2(t)=L_0^2+\int_0^t B\big(T(t')\big)\,dt'. \tag{4}
\]

For another uniform cross-section with conducting perimeter \(P\) and area \(A_c\), (3) becomes \(PJ=nA_c\dot L\), so

\[
B=\frac{2D\,\Delta\Gamma}{n}\frac{P}{A_c}.
\]

A circle has \(P/A_c=2/R\), which restores (1). If \(D\) depends on coverage, integrating the constant flux over the segment gives \(JL=\int_{\Gamma_e}^{\Gamma_0}D(\Gamma)\,d\Gamma\); this integral replaces \(D\Delta\Gamma\).

## When the steady profile is justified

The profile relaxes in a time of order \(L^2/D\), whereas the length changes in a time of order \(L/\dot L\). From (1), their ratio is

\[
\frac{L^2/D}{L/\dot L}=\frac{L\dot L}{D}=\frac{2\Delta\Gamma}{nR}.
\]

It does not depend on time. The approximation is therefore no worse at early times than at late ones, and its error can be obtained from the full diffusion problem.

Put \(\eta=x/(2\sqrt{Dt})\), \(\Gamma=f(\eta)\) and \(L=2\lambda\sqrt{Dt}\), with constant \(\lambda\). The diffusion equation becomes \(f''=-2\eta f'\), so \(f'\propto e^{-\eta^2}\). The boundary values fix

\[
\Gamma=\Gamma_0-\Delta\Gamma\,\frac{\operatorname{erf}\eta}{\operatorname{erf}\lambda}.
\]

Using \(d\operatorname{erf}\eta/d\eta=2e^{-\eta^2}/\sqrt\pi\) and \(\partial\eta/\partial x=1/(2\sqrt{Dt})\), the flux reaching the front is

\[
J(L)=\Delta\Gamma\sqrt{\frac{D}{\pi t}}\,
\frac{e^{-\lambda^2}}{\operatorname{erf}\lambda}. \tag{5}
\]

Assume for now that no metal crosses onto the bare silicon. The arriving metal must then form silicide and also cover the new sidewall to \(\Gamma_e\):

\[
J(L)=\left(\frac{nR}{2}+\Gamma_e\right)\dot L,\qquad
\dot L=\lambda\sqrt{\frac Dt}.
\]

The factors \(\sqrt{D/t}\) cancel, leaving

\[
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=S,
\qquad S=\frac{\Delta\Gamma}{nR/2+\Gamma_e}. \tag{6}
\]

Thus \(L^2=4\lambda^2Dt\) is linear in time for any \(S\) in this model. The inverse-radius law belongs to small \(S\). Expanding \(e^{\lambda^2}=1+\lambda^2+\cdots\) and \(\operatorname{erf}\lambda=(2/\sqrt\pi)(\lambda-\lambda^3/3+\cdots)\),

\[
S=2\lambda^2\left(1+\frac{2\lambda^2}{3}+\cdots\right),
\qquad
2\lambda^2=S\left(1-\frac S3+\cdots\right).
\]

To leading order \(S=2\Delta\Gamma/(nR)\), and \(4\lambda^2D=2DS\) returns (1). To first order, \(L^2\) falls below (1) by the fraction \(S/3+2\Gamma_e/(nR)\).

A deliberately loaded case shows the failure. For \(R=1\) nm, \(\Gamma_0=10\) nm\(^{-2}\), \(\Gamma_e=0.1\) nm\(^{-2}\) and \(n=41\) nm\(^{-3}\), one has \(S=0.481\), and the root of (6) is \(\lambda=0.457\). Equation (1) then overestimates the growth rate of \(L^2\) by 16% relative to the full solution. Here (6) should replace (1).

## Slow steps in series with diffusion

**Reaction at the front.** Let the front consume \(k(\Gamma_L-\Gamma_e)\) metal atoms per area and time, where \(\Gamma_L\) is the actual coverage at the front and \(k\) has unit s\(^{-1}\). Since this consumption equals \(n\dot L\), the reaction needs a coverage excess \(n\dot L/k\). By (3), diffusion needs a drop \(JL/D=nRL\dot L/(2D)\). The two add up to the available difference:

\[
\Delta\Gamma=\frac{nRL}{2D}\dot L+\frac nk\dot L.
\]

Multiplying by \(4D/(nR)\) gives \(B=(2L+a)\dot L\), with \(a=4D/(kR)\). Integration from zero length yields

\[
L^2+aL=Bt,\qquad
L=-\frac a2+\sqrt{\frac{a^2}{4}+Bt}. \tag{7}
\]

For \(L\ll a\), \(L\approx(B/a)t=k\Delta\Gamma\,t/n\): growth is linear in time and, at fixed \(\Delta\Gamma\), independent of radius. For \(L\gg a\), (1) returns. The length scale \(a\) is larger in thinner wires, which therefore remain reaction-limited to greater lengths when \(D\) and \(k\) are fixed.

**Spreading over the front.** Metal arrives at the rim but is needed over the whole disc. Let \(\Gamma_i(r)\) be the sidewall coverage that would be in equilibrium with the interface at radius \(r\), and let \(D_i\) be the interface diffusivity defined with respect to its gradient. A front that remains flat consumes \(n\dot L\) per area everywhere, so

\[
\frac{D_i}{r}\frac{d}{dr}\left(r\frac{d\Gamma_i}{dr}\right)=n\dot L.
\]

One integration, with no flux at the centre, gives \(d\Gamma_i/dr=n\dot L\,r/(2D_i)\). A second gives

\[
\Gamma_i(R)-\Gamma_i(0)=\frac{nR^2}{4D_i}\dot L.
\]

The centre is the least supplied point, and silicide can grow there only if its coverage is at least \(\Gamma_e\). Setting it to \(\Gamma_e\) gives the smallest drop that can feed a flat front. Adding this drop to the axial one and multiplying by \(4D/(nR)\) again gives (7), now with \(a=RD/D_i\). Flatness is an assumption: a fast local reaction would consume more metal near the rim and let the front run ahead there, which needs a model of its shape.

**Transfer from the pad.** If the pad supplies \(k_p[\Gamma_0-\Gamma(0)]\) per perimeter length and time, the extra drop is \(J/k_p=nR\dot L/(2k_p)\). The same multiplication gives \(a=2D/k_p\).

**Reading data.** Dividing (7) by \(BL\) gives

\[
\frac tL=\frac LB+\frac aB. \tag{8}
\]

A plot of \(t/L\) against \(L\) is straight, with slope \(1/B\), if growth starts from zero length and \(t\) is counted from that start. An incubation time or an initial silicide segment bends the plot and must be allowed for before \(B\) is read from it. With the other parameters fixed, its intercept is \(n/(k\Delta\Gamma)\) for slow reaction, \(nR/(2k_p\Delta\Gamma)\) for slow pad transfer and \(nR^2/(4D_i\Delta\Gamma)\) for slow spreading. When one of these steps dominates, \(\Delta\Gamma\) does not vary with radius and no metal moves through the interior, the radius dependence of the intercept distinguishes it. Interior transport that adds little along the axis can still bypass a slow interface over the last distance of order \(R\). With the inputs of the example below, \(B_v=1000\) nm\(^2\)/s as defined in (9) and \(D_i=0.02D\), the intercept scales roughly as \(R\) between 10 and 40 nm, as for slow pad transfer. If transport through the interior is negligible, the slope yields the product \(D\Delta\Gamma=nRB/4\), but not its two factors.

## Transport through the silicide interior

Let \(D_v\) be the interior diffusivity and \(\Delta c\) the drop in mobile volume concentration between pad and front. If interior and sidewall are in local equilibrium with a constant partition ratio, both profiles are linear and no net exchange occurs between them. With fast spreading at the front, their currents add:

\[
n\pi R^2\dot L=
\frac{2\pi RD\,\Delta\Gamma+\pi R^2D_v\Delta c}{L}.
\]

Dividing by \(n\pi R^2\), multiplying by \(2L\) and integrating,

\[
L^2=(B+B_v)t,\qquad B_v=\frac{2D_v\Delta c}{n}. \tag{9}
\]

The constant \(B_v\) is also that of a planar film fed through its thickness, and is independent of \(R\). Define \(R_*\) as the radius at which the two contributions are equal. Since \(B\propto1/R\), \(B=B_vR_*/R\), and

\[
R_*=\frac{4D\Delta\Gamma}{nB_v},\qquad
\frac{d\ln(B+B_v)}{d\ln R}=-\frac{B}{B+B_v}
=-\frac1{1+R/R_*}. \tag{10}
\]

Time dependence alone therefore cannot identify surface diffusion: both routes give \(L^2\propto t\). The radius dependence separates them, provided temperature, silicide phase and surface condition are held fixed and \(\Delta\Gamma\) does not itself vary with radius. The sidewall energy treated below breaks the last condition. Its departure from the exponent \(-1\) grows toward thin wires, whereas that of interior transport grows toward thick ones, so a range of radii is needed. For \(R\gg R_*\), the length no longer depends on radius.

## Worked example

The example takes nickel monosilicide growing in a silicon nanowire, with \(T=700\) K, \(R=20\) nm, \(t=100\) s, \(n=41\) nm\(^{-3}\), \(\Gamma_0=1.0\) nm\(^{-2}\) and \(\Gamma_e=0.10\) nm\(^{-2}\). The coverages and the diffusivity are illustrative, not measured. For a dilute mobile layer, the ratio \(\Gamma_0/\Gamma_e=10\) corresponds to a chemical-potential drop \(k_BT\ln10=0.14\) eV per metal atom between pad and front. A larger drop at the same \(\Gamma_0\) makes \(\Gamma_e\) smaller. This lengthens the silicide by at most \(\sqrt{1/0.9}-1=5.4\%\) and reduces the corrections below for sidewall energy and escape onto silicon. The diffusivity has a prefactor of \(10^{11}\) nm\(^2\)/s and a barrier of 0.65 eV:

\[
D=10^{11}\exp\left(-\frac{0.65\ \mathrm{eV}}{k_BT}\right)
\frac{\mathrm{nm^2}}{\mathrm s}
=2.09\times10^6\ \frac{\mathrm{nm^2}}{\mathrm s}.
\]

Equation (1) then gives

\[
B=\frac{4(2.09\times10^6)(0.90)}{41\times20}
\approx9.18\times10^3\ \frac{\mathrm{nm^2}}{\mathrm s},
\]

or \(9.2\times10^{-11}\) cm\(^2\)/s. The length is \(L=\sqrt{Bt}=958\) nm, and the final front speed is \(B/(2L)=4.8\) nm/s. The sidewall then delivers \(2\pi RD\Delta\Gamma/L=2.5\times10^5\) atoms/s.

For comparison, the time-dependent diffusion equation was solved numerically with the moving front. The coordinate \(x/L(t)\) was divided into 40 intervals and the equations were integrated by an implicit method, starting from a linear profile at \(L=1\) nm. The reaction was made fast, with \(a=0.01\) nm. At 100 s, with all other parameters fixed:

| \(R\) (nm) | Equation (1) (nm) | Numerical \(L\) (nm) |
|---|---:|---:|
| 10 | 1354.8 | 1353.4 |
| 20 | 958.0 | 957.5 |
| 40 | 677.4 | 677.2 |

The extra digits show the small difference; the rough inputs do not determine a real length so finely. At \(R=20\) nm, \(S=0.0022\), and the correction \(S/3+2\Gamma_e/(nR)\) lowers \(L^2\) by about 0.10%. This lowers \(L\) by 0.05%, or 0.5 nm, as the table shows. The correction is larger for thinner wires.

The same numerical method with a slow reaction, \(a=200\) nm at \(R=20\) nm, gives 21.6, 136.8 and 584.6 nm at 0.5, 5 and 50 s. Equation (7), adjusted for the 1 nm starting length, gives 21.6, 136.8 and 584.9 nm.

## Size of the neglected effects

**Interior transport.** A rough planar-film constant \(B_v=1000\) nm\(^2\)/s adds 11% to \(L^2\), relative to (1). The length rises from 958 to 1009 nm. The crossover radius is \(R_*=184\) nm, and the local radius exponent of \(L^2\) at 20 nm is \(-0.90\) instead of \(-1\).

**Series steps.** If \(D_i=D\), spreading has \(a=R=20\) nm and reduces the length to 948 nm. In general, a 5% shorter length at 100 s corresponds to

\[
a=\frac{Bt-(0.95\sqrt{Bt})^2}{0.95\sqrt{Bt}}=98\ \mathrm{nm}.
\]

To keep the shortfall below 5% when reaction is the sole slow step, the initial reaction-limited speed \(B/a=k\Delta\Gamma/n\) must exceed 93 nm/s. When spreading over a flat front is the sole slow step and the interior carries no metal, \(D_i/D\) must exceed \(R/a=0.20\). With \(B_v=1000\) nm\(^2\)/s and the interior in local equilibrium with the sidewall, part of the front is fed through the interior and the requirement falls to about 0.09. These are requirements, not estimates of the real rates.

**Escape onto silicon.** Suppose mobile metal has the same \(D\) on the bare silicon and coverage is continuous at the front. Let the bare silicon be initially free of metal and much longer than \(\sqrt{Dt}\), which is about 14 µm in the example. Ahead of it, \(\Gamma=\Gamma_e\operatorname{erfc}\eta/\operatorname{erfc}\lambda\). The outgoing flux is (5) with \(\Delta\Gamma/\operatorname{erf}\lambda\) replaced by \(\Gamma_e/\operatorname{erfc}\lambda\). New silicide sidewall is already covered, so the separate storage term disappears:

\[
\frac{\sqrt\pi}{2}nR\lambda e^{\lambda^2}
=\frac{\Delta\Gamma}{\operatorname{erf}\lambda}
-\frac{\Gamma_e}{\operatorname{erfc}\lambda}. \tag{11}
\]

Its constant root preserves \(L^2\propto t\). Solving (11) numerically gives an \(L^2\) 0.5% below (1). The loss grows as \(\Gamma_e\) approaches \(\Gamma_0\): with \(\Gamma_e=0.90\) nm\(^{-2}\) and the other parameters unchanged, it is 11%.

**Sidewall energy.** Let replacing silicon sidewall by silicide sidewall cost \(\Delta\gamma\) per area. One added metal atom lengthens the segment by \(1/(n\pi R^2)\), creating area \(2/(nR)\). The energy cost per atom is \(2\Delta\gamma/(nR)\). For a dilute mobile layer this multiplies \(\Gamma_e\) by \(\exp[2\Delta\gamma/(nRk_BT)]\). A rough \(\Delta\gamma=1\) J/m\(^2\) gives 0.015 eV per atom and a factor of 1.29. Hence \(\Delta\Gamma\), and with it \(L^2\), falls by \(0.10\times0.29/0.90=3.2\%\). The loss rises quickly in thinner wires: 7% at 10 nm and 19% at 5 nm, and growth stops near 2.2 nm. Even with \(B_v=0\), the local radius exponent of \(B\) is then \(-0.96\) at 20 nm, \(-0.90\) at 10 nm and \(-0.62\) at 5 nm. The cases \(R=1\) nm and \(\Gamma_e=0.90\) nm\(^{-2}\) used above omit this energy; with \(\Delta\gamma=1\) J/m\(^2\) neither would grow.

**Swelling.** Silicon contains 49.9 atoms/nm\(^3\), while the monosilicide contains 41 silicon atoms/nm\(^3\), equal to its metal density. The volume ratio is therefore 1.22 with this rounded \(n\); the NiSi unit cell gives about 41.4 nm\(^{-3}\) and a ratio of 1.21. If all expansion is radial, \(R\) exceeds the silicon radius by the factor \(\sqrt{1.22}=1.10\). Using the silicon radius in (1) then overestimates \(L^2\) by 10%. If all expansion is axial, the radius is unchanged, but the consumed silicon length is \(L/1.22\).

**Temperature.** At 710 K, with only \(D\) changed, the length is 1033 nm, 8% more than at 700 K.

## Relation to real nickel silicide wires

The example describes one silicide phase, a uniform sidewall and a sharp, flat front. Real nickel-silicon reactions can form several phases, and an oxide or a rough sidewall can alter both \(D\) and \(\Gamma_0\). The coverages and surface diffusivity are the least certain inputs. A twofold error in \(D\Delta\Gamma\) changes \(L\) by a factor \(\sqrt2\), more than any correction sized in the preceding section. A change of phase also changes \(n\); with the other parameters fixed, \(L\propto n^{-1/2}\). The 958 nm thus illustrates the scale that such inputs give; it is not a calibrated process length. For process use, \(B\) should be extracted through (8) from wires of the same phase and surface preparation, and its radius dependence measured before extrapolating to another diameter.

Numbers in the example were calculated in double precision.
